# Weak-field Hall factor of a nondegenerate two-dimensional electron gas

## Problem

Electrons of charge $-e$ move in one subband of a silicon inversion layer. Their in-plane motion has an isotropic parabolic mass $m$ and kinetic energy $E=mv^2/2$. The gas is nondegenerate, with sheet density $n$ and temperature $T$. Scattering is elastic and is described by a momentum lifetime $\tau(E)$. A weak magnetic field $B$ points along $+z$, normal to the layer.

With current density $j_x$ and no transverse current, the transverse field is $F_y=R_HBj_x$. Write

$$R_H=-\frac{r}{en}.$$

(a) Find the Hall factor $r$ when $\tau$ is independent of energy, and when $\tau\propto E$.

(b) A Hall bar at 77 K has $n=5\times10^{10}\ \mathrm{cm^{-2}}$, drift mobility $5000\ \mathrm{cm^2/Vs}$ and current 100 nA, in a field of 0.1 T. Find the Hall voltage for each law. What density and mobility would be inferred if $r$ were taken as 1?

(c) Decide whether the linear law can describe scattering by interface charges in this device.

## First estimate by scaling

In a lifetime $\tau$, a carrier gains a drift velocity proportional to $\tau$. The magnetic field turns this drift through an angle of about $\omega\tau$, where $\omega=eB/m$. The sideways drift is therefore proportional to $\omega\tau^2$. The Hall field must cancel the sideways current of the whole gas, and the response to that field is again proportional to $\tau$. Relative to the driving field $F_x$,

$$\left|\frac{F_y}{F_x}\right|\sim\omega\frac{\langle\tau^2\rangle}{\langle\tau\rangle},
\qquad |F_x|\sim\frac{m|j_x|}{ne^2\langle\tau\rangle}.$$

Multiplying the two relations gives $r\sim\langle\tau^2\rangle/\langle\tau\rangle^2$. The Hall factor measures how unequal the lifetimes are.

The average is not a plain average over carriers. Displacing the distribution along a field changes its occupation in proportion to $v$, and the current contains another factor $v$. This gives a factor $v^2\propto E$. The density of states is constant in two dimensions, so with $x=E/k_BT$ the weight is $w(x)=xe^{-x}$.

For a rough estimate, replace this weight by a Gaussian about its peak. From

$$\ln w=\ln x-x,\qquad \frac{d\ln w}{dx}=\frac1x-1,\qquad
\frac{d^2\ln w}{dx^2}=-\frac1{x^2},$$

the peak is at $x=1$ and the curvature there is $-1$. The Gaussian has mean 1 and variance 1. A constant lifetime has no spread, so the estimate is $r=1$. For $\tau\propto x$ the relative variance is 1, so the estimate is $r\approx2$. Temperature has dropped out, because it sets both the typical energy and its spread. The number 2 is uncertain, since the Gaussian is as wide as its distance from zero energy and the true weight is lopsided.

## Exact solution within the relaxation-time model

**The kinetic equation.** Let $f=f_0+f_1$, where $f_0\propto e^{-E/k_BT}$ and $f_1$ is linear in the electric field $\mathbf F$. With momentum $\mathbf p=m\mathbf v$ and $f_0'=df_0/dE$, the steady Boltzmann equation is

$$-e\,\mathbf F\cdot\mathbf v\,f_0'
-e(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}f_1=-\frac{f_1}{\tau}.$$

The magnetic force does not act on $f_0$ because $\nabla_{\mathbf p}f_0=\mathbf v f_0'$ is perpendicular to $\mathbf v\times\mathbf B$.

Try $f_1=(-f_0')\,\mathbf v\cdot\mathbf A(E)$. The magnetic force does no work, so it does not differentiate functions of $E$. It acts on the explicit $\mathbf v$ alone:

$$(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}f_1
=\frac{-f_0'}m(\mathbf v\times\mathbf B)\cdot\mathbf A
=\frac{-f_0'}m\,\mathbf v\cdot(\mathbf B\times\mathbf A).$$

Insert this and divide by $-f_0'$. Since the equation holds for every direction of $\mathbf v$,

$$e\mathbf F-\frac em\mathbf B\times\mathbf A=-\frac{\mathbf A}{\tau}.$$

Multiplication by $-\tau$ gives $\mathbf A=-e\tau\mathbf F+\omega\tau\,\hat{\mathbf z}\times\mathbf A$. Its components are

$$A_x+\omega\tau A_y=-e\tau F_x,\qquad
A_y-\omega\tau A_x=-e\tau F_y.$$

Substitute $A_y=\omega\tau A_x-e\tau F_y$ into the first equation, then use the result in the second:

$$A_x=-e\tau\frac{F_x-\omega\tau F_y}{1+\omega^2\tau^2},\qquad
A_y=-e\tau\frac{F_y+\omega\tau F_x}{1+\omega^2\tau^2}.$$

**The current and its weight.** Let $g$ be the constant density of states per area. The angular average of $\mathbf v(\mathbf v\cdot\mathbf A)$ is $v^2\mathbf A/2=E\mathbf A/m$, so

$$\mathbf j=-e\int_0^\infty g(-f_0')\frac Em\mathbf A\,dE.$$

Integration by parts gives

$$\int_0^\infty gE(-f_0')\,dE=-g[Ef_0]_0^\infty+\int_0^\infty gf_0\,dE=n.$$

The boundary term vanishes at both ends. Because $-f_0'=f_0/k_BT$, the normalized average is

$$\langle Q\rangle=\frac{\int_0^\infty xQe^{-x}dx}{\int_0^\infty xe^{-x}dx},
\qquad \mathbf j=-\frac{en}{m}\langle\mathbf A\rangle.$$

This confirms the weight used in the estimate. Define

$$S=\frac{ne^2}{m}\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle,
\qquad
H=\frac{ne^2}{m}\omega\left\langle\frac{\tau^2}{1+\omega^2\tau^2}\right\rangle.$$

Then $j_x=SF_x-HF_y$ and $j_y=HF_x+SF_y$.

**The Hall condition.** Setting $j_y=0$ gives $F_x=-(S/H)F_y$. Hence

$$j_x=-\frac{S^2+H^2}{H}F_y,\qquad
R_H=\frac{F_y}{Bj_x}=-\frac{H}{B(S^2+H^2)}.$$

To lowest order in $B$, $S=ne^2\langle\tau\rangle/m$ and $H=ne^3B\langle\tau^2\rangle/m^2$, while $H^2$ can be dropped beside $S^2$. Therefore

$$R_H=-\frac1{en}\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2},
\qquad r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.$$

Expanding the square shows that

$$r-1=\frac{\langle(\tau-\langle\tau\rangle)^2\rangle}{\langle\tau\rangle^2}\ge0.$$

**The two laws.** For $\tau=\tau_0$, $\langle\tau\rangle=\tau_0$ and $\langle\tau^2\rangle=\tau_0^2$, so

$$r=1.$$

For $\tau=\tau_0x$, repeated integration by parts gives $\int_0^\infty x^pe^{-x}dx=p!$ for integer $p\geq0$. Thus

$$\langle\tau\rangle=\tau_0\frac{2!}{1!}=2\tau_0,\qquad
\langle\tau^2\rangle=\tau_0^2\frac{3!}{1!}=6\tau_0^2,$$

$$r=\frac{6}{2^2}=\frac32.$$

For a general power $\tau=\tau_0x^s$, the same integrals are gamma functions:

$$r(s)=\frac{\Gamma(2+2s)}{\Gamma(2+s)^2},\qquad s>-1.$$

At $s=-1$ the integral for $\langle\tau^2\rangle$ diverges at low energy. For any $s<0$ the lifetime grows without limit at low energy, so no field is weak for every carrier. For $-1<s<0$ the formula is still the limit of $r$ as $B\to0$, but near $s=-1$ it is approached slowly.

As an independent check, the Boltzmann equation was solved on 32 directions with explicit scattering probabilities between them, without assuming a lifetime. At very weak field, equal probabilities gave $r=1$, and the bare-charge probabilities derived below gave $r=1.5$, each within $10^{-5}$.

## Comparison of estimate and solution

The estimate is right for constant lifetime. For the linear law it gives 2 instead of $3/2$, which is one third too high relative to the exact model result. The exact weight has mean $\langle x\rangle=2$ and variance $6-2^2=2$, whereas the Gaussian has mean 1 and variance 1. The long high-energy tail doubles both quantities. Since the variance is divided by the square of the mean, $r-1$ falls from 1 to $2/4=1/2$.

For small $s$, the estimate gives $\delta\tau/\tau\approx s\,\delta x/x$ and hence $r-1\approx s^2$. Expanding the logarithm of the exact formula gives

$$\ln r\approx s^2\left.\frac{d^2\ln\Gamma(z)}{dz^2}\right|_{z=2}
=s^2\sum_{j=2}^\infty\frac1{j^2}
=s^2\left(\frac{\pi^2}{6}-1\right)\approx0.64\,s^2.$$

The terms linear in $s$ cancel. Scaling finds the correct quadratic dependence but too large a coefficient.

Dimension also matters. In three dimensions the density of states adds a factor $\sqrt E$, so the weight is $x^{3/2}e^{-x}$. The linear law then has $\langle x\rangle=5/2$ and $\langle x^2\rangle=(7/2)(5/2)=35/4$, giving $r=(35/4)/(25/4)=7/5$. The relative energy spread is smaller than in two dimensions.

## The Hall bar

The drift mobility $\mu=e\langle\tau\rangle/m$ is held at $5000\ \mathrm{cm^2/Vs}$ for both laws. With $m=0.19$ electron masses, this means $\langle\tau\rangle=0.54$ ps. Integrating the transverse field across the bar cancels its width, so the magnitude of the Hall voltage is

$$V_H=r\frac{IB}{en}.$$

For constant lifetime,

$$V_H=\frac{(1.00\times10^{-7}\ \mathrm A)(0.1\ \mathrm T)}
{(1.602\times10^{-19}\ \mathrm C)(5\times10^{14}\ \mathrm{m^{-2}})}
=125\ \mathrm{\mu V}.$$

For the linear law, $V_H=1.5\times124.8\ \mathrm{\mu V}=187\ \mathrm{\mu V}$.

Someone who assumes $r=1$ infers the density $n/r$. The constant law returns the true $5\times10^{10}\ \mathrm{cm^{-2}}$, while the linear law gives $3.3\times10^{10}\ \mathrm{cm^{-2}}$. The Hall mobility is the product of $|R_H|$ and the sheet conductivity $en\mu$:

$$\mu_H=\frac r{en}\,en\mu=r\mu.$$

It is 5000 or $7500\ \mathrm{cm^2/Vs}$. The conductivity is the same in both cases. The linear law makes the inferred density too low and the inferred mobility too high by compensating factors.

**Is the field weak?** Here $\mu B=0.05$. For the linear law set $u=\omega\tau_0=\mu B/2$. Using $\langle x^3\rangle=24$ and $\langle x^4\rangle=120$, the next order is

$$r\approx\frac{6-120u^2}{(2-24u^2)^2+36u^2}
\approx\frac{6(1-20u^2)}{4(1-15u^2)}
\approx\frac32\left[1-\frac54(\mu B)^2\right].$$

This gives 1.495, in agreement with the full average, 1.4955. For constant $\tau$, $S$ and $H$ share the denominator $1+\omega^2\tau^2$, and substitution gives $r=1$ at any field within this semiclassical model.

## Can interface charges give the linear law?

For $N_i$ independent static scatterers per area, the golden rule in the Born approximation gives

$$\frac1\tau=\frac{N_im}{2\pi\hbar^3}\int_0^{2\pi}|V_q|^2(1-\cos\theta)\,d\theta,
\qquad q^2=2k^2(1-\cos\theta).$$

A short-range potential has constant $V_q$, so $\tau$ is constant in this approximation. A bare charge in the electron plane has $V_q=e^2/(2\varepsilon q)$, up to sign. The angular factor cancels, and $k^2=2mE/\hbar^2$ gives

$$\frac1\tau=\frac{N_im}{2\hbar^3k^2}\left(\frac{e^2}{2\varepsilon}\right)^2
=\frac{N_i}{4\hbar E}\left(\frac{e^2}{2\varepsilon}\right)^2.$$

Thus $\tau\propto E$, provided that the scattering is weak. Its strength is measured by

$$\eta=\frac1{ka_B},\qquad a_B=\frac{4\pi\varepsilon\hbar^2}{me^2}.$$

With the mean permittivity of silicon and oxide, $\eta=2.5$ at $E=k_BT$. This is not small.

The Born approximation can be avoided for a bare charge. The two-dimensional radial equation is the Coulomb equation with angular index $|m_\ell|-1/2$, whose phase shift is $\arg\Gamma(|m_\ell|+1/2+i\eta)$ for repulsion. Since $\Gamma(z+1)=z\Gamma(z)$, successive phases for $m_\ell\ge0$ differ by $\arctan[\eta/(m_\ell+1/2)]$. Write $\delta_{m_\ell}$ for these phases. Apart from a constant phase, the scattering amplitude is

$$f(\theta)=\frac1{\sqrt{2\pi k}}\sum_{m_\ell}\left(e^{2i\delta_{m_\ell}}-1\right)e^{im_\ell\theta}.$$

The transport cross-section, which is a length in two dimensions, is the integral of $|f|^2(1-\cos\theta)$ over angle. The cosine couples only neighbouring $m_\ell$, so the terms combine into

$$\sigma_{\rm tr}=\frac1{2k}\sum_{m_\ell}\left|e^{2i\delta_{m_\ell+1}}-e^{2i\delta_{m_\ell}}\right|^2
=\frac2k\sum_{m_\ell}\sin^2(\delta_{m_\ell+1}-\delta_{m_\ell}).$$

The phases depend only on $|m_\ell|$, so negative $m_\ell$ give terms of the same form. With $\sin^2(\arctan a)=a^2/(1+a^2)$ this becomes

$$\sigma_{\rm tr}=\frac2k\sum_{m_\ell=-\infty}^{\infty}
\frac{\eta^2}{(m_\ell+1/2)^2+\eta^2}
=\frac{2\pi}{k}\eta\tanh(\pi\eta).$$

Attraction reverses the phases and leaves this result unchanged. Since $1/\tau=N_iv\sigma_{\rm tr}$ and $v\eta/k\propto1/k$, we have $\tau\propto k/\tanh(\pi\eta)$. For small $\eta$, $\tanh(\pi\eta)\approx\pi\eta\propto1/k$, which restores $\tau\propto E$. For large $\eta$ the hyperbolic tangent tends to 1, so $\tau\propto\sqrt E$ and

$$r=\frac{\Gamma(3)}{\Gamma(5/2)^2}=\frac{32}{9\pi}\approx1.13.$$

The average with this device's $\eta$ also gives 1.13. This value is for isolated charges. At $E=k_BT$ the transport cross-section is 87 nm, while the bare charges needed for the stated mobility would be only about 63 nm apart, so they would not scatter independently. At $E=k_BT$, the Born rate is about $\pi\eta\approx8$ times the full bare-charge rate. The answer to (c) is therefore no: $3/2$ follows from the stated linear law, but that law is not justified for charges in this silicon layer.

Screening and distance change the answer again. Within the Born approximation, long-wave screening lowers $r$ from 1.5 to 1.32. Placing the charges 2.2 nm from a thin electron sheet, without screening, raises it to 2.17, because faster electrons exchange larger $q$ and feel the remote charge less. Both together give 2.09. These values show sensitivity; they are not predictions, since the coupling is too strong for the approximation behind them. Phase shifts computed numerically for the same screened, distant charge give about 1.06 for repulsion and 1.39 for attraction. Halving the screening changes these by only about 0.01, but a distance half as large again raises them to 1.27 and 1.54. These values are for a thin electron sheet. Spreading the electrons in depth $z$ as $z^2e^{-bz}$, with the same mean distance of 2.2 nm, changes the first pair to about 1.05 and 1.33 if the screening is left as for a thin sheet, and to about 1.03 and 1.31 if the screening charge is spread in the same way. These values also assume independent scatterers, although for the first pair the stated mobility needs charges only about 37 and 30 nm apart, comparable to the electron wavelength of 35 nm at $E=k_BT$. None of these cases reaches the Born values above 2. The screening is itself a rough model here, because its length, 11 nm, is shorter than the 45 nm between electrons.

## Relation to a real MOS device

The parameters are rough values for a cooled silicon (100) Hall bar. The density is deliberately low: a transistor in strong inversion commonly has about $10^{12}$ to $10^{13}\ \mathrm{cm^{-2}}$, where this nondegenerate treatment fails at 77 K. Here degeneracy lowers the linear-law value only to 1.491. In a triangular well with a surface field of 0.15 MV/cm, the second subband and the fourfold valleys hold an estimated 2.6% of the carriers. If these were immobile, $r$ would be multiplied by $1/(1-0.026)=1.03$. At 300 K, with the same surface field, the estimated share of these two levels is 58%, and counting all higher levels of the well raises the share outside the lowest subband to 62%, so the one-subband model must be abandoned. The largest calculated uncertainty at 77 K is the scattering law: beyond the Born approximation, the cases above give, for scattering by charges alone, $r$ from about 1.03 to 1.54, depending on the sign and distance of the charges. These values are not bounds: at a distance of 4.3 nm the same thin-sheet calculation gives about 1.70 for repulsion and 1.65 for attraction.

Other limits remain. The broadening estimated from the mean lifetime, $\hbar/\langle\tau\rangle$, is $0.18\,k_BT$, but under the linear law $\tau=\langle\tau\rangle x/2$. The condition $E\tau/\hbar>1$ then requires $x^2>2\times0.18$, or $E>0.6\,k_BT$; the carriers below this energy are not well described as semiclassical particles. They are about 45% of the gas, though they hold only 12% of the weight $xe^{-x}$ and, under the linear law, carry only about 2% of the current. Acoustic phonons were left out of all the values above. Treated as elastic, with a rough deformation potential of 9 to 12 eV, a mass density of $2329\ \mathrm{kg/m^3}$ and a sound speed of 9000 m/s, they give an energy-independent rate of about 0.3 to 0.5 of $1/\langle\tau\rangle$ in this well. Adding that rate at fixed mobility lowers the linear-law value from 1.5 to between 1.23 and 1.12, and the value 1.54 to between 1.20 and 1.09. Long-range potential fluctuations, localization and screening by the metal gate are also omitted, and could matter at this low density. So are collisions between electrons. These conserve the total momentum but share it among energies, which pulls $r$ towards 1. The Coulomb energy between neighbouring electrons, $e^2\sqrt{\pi n}/(4\pi\varepsilon)$, is about $1.1\,k_BT$ here, so the effect need not be small. A Hall measurement here therefore gives $n/r$, and converting it to $n$ requires separate evidence about the scattering. The numerical output below gives the remaining inputs and estimates.

## Numbers as computed

```
Hall factor, constant lifetime: 1
Hall factor, lifetime proportional to energy: 1.5
Kinetic-equation Hall factor, short range: 1
Kinetic-equation Hall factor, bare Coulomb Born: 1.5
Linear-law Hall factor in three dimensions: 1.4
Linear law <tau>/tau0: 2
Linear law <tau^2>/tau0^2: 6
Temperature: 77 K
Sheet density: 5e+10 cm^-2
Depletion charge density: 1e+12 cm^-2
Drift mobility: 5000 cm2/Vs
Magnetic field: 0.1 T
Current: 100 nA
Hall-bar width: 100 um
In-plane mass / electron mass: 0.19
Quantization mass / electron mass: 0.916
Silicon relative permittivity: 11.7
Oxide relative permittivity: 3.9
Thermal energy: 6.635 meV
Mean lifetime: 0.5401 ps
Hall voltage, constant law: 124.8 uV
Apparent density, constant law: 5e+10 cm^-2
Hall mobility, constant law: 5000 cm2/Vs
Hall voltage, linear law: 187.2 uV
Apparent density, linear law: 3.333e+10 cm^-2
Hall mobility, linear law: 7500 cm2/Vs
Drift mobility times magnetic field: 0.05
Linear-law Hall factor at this field: 1.4955
Density / thermal state density: 0.04747
Linear-law Hall factor with degeneracy: 1.4912
Surface electric field: 0.1547 MV/cm
Gap to second subband: 37.63 meV
Gap to fourfold valleys: 34.66 meV
Upper-level population at 77 K: 2.637 %
Upper-level population at 300 K: 58.02 %
Hall-factor multiplier if upper carriers are immobile: 1.027
Screening / thermal wave number: 0.4805
Mean carrier depth: 2.168 nm
Born Hall factor with long-wave screening: 1.317
Born Hall factor with charge distance: 2.166
Born Hall factor with screening and distance: 2.087
Coulomb coupling eta at E = kT: 2.531
Bare Coulomb Hall factor beyond Born: 1.132
Strong-coupling Coulomb Hall factor: 1.132
Sound speed, rough input: 9000 m/s
Backscattering phonon energy / kT: 0.3248
Level broadening hbar/<tau> / kT: 0.1837
Landau spacing / kT: 0.009183
Driving electric field: 0.2497 V/cm
Drift speed / thermal speed: 0.0001126
```
